# At what silicon film thickness are two subbands kT apart?

## Question

I am modelling a double-gate transistor with a thin silicon film, and I want to know when confinement across the film starts to matter at room temperature. My criterion is that the first two subbands should be separated by $kT$ at 300 K. I treat the oxide as a hard wall and use the confinement mass 0.916 (in electron masses).

I am stuck on three points. Should I set the lowest confinement energy equal to $kT$, or a difference of levels? Once I have the thickness, may I say that thinner films have all their electrons in one subband? And can I use the same number for a fin, where the walls are vertical? I would also like to know how far to trust hard walls and a flat band.

## Answer

**The thickness**

Use the difference. The lowest energy $E_1$ is the height of the first level above the conduction-band edge, whereas your criterion concerns the distance from that level to the next.

Let $z$ run across the film from 0 to $t$. With a flat band and a parabolic mass $m$ along $z$, the in-plane motion separates off, and the envelope function obeys

$$-\frac{\hbar^2}{2m}\psi''(z)=E\,\psi(z),\qquad \psi(0)=\psi(t)=0 .$$

The condition at $z=0$ leaves $\psi\propto\sin kz$ with $E=\hbar^2k^2/2m$. The condition at $z=t$ requires $\sin kt=0$, so $k=n\pi/t$ with $n=1,2,\dots$ Therefore

$$E_n=\frac{\hbar^2\pi^2n^2}{2mt^2},\qquad E_2-E_1=(4-1)\frac{\hbar^2\pi^2}{2mt^2}=\frac{3\pi^2\hbar^2}{2mt^2}.$$

The separation falls steadily as $t$ grows, so it equals $kT$ at one thickness, which I call $t^*$:

$$t^*=\pi\hbar\sqrt{\frac{3}{2m\,kT}} .$$

In Hartree atomic units, set $\hbar=1$ and insert $m=0.916$.

For the numbers, write $m=0.916\,m_0$ and use $\hbar^2/2m_0=0.038100$ eV nm² and $kT=0.025852$ eV:

$$t^{*2}=\frac{3\pi^2\times0.038100}{0.916\times0.025852}\ \text{nm}^2=47.64\ \text{nm}^2,$$

$$t^*=6.90\ \text{nm}\quad(130.4\ \text{bohr}).$$

Finding the root instead from a finite-difference diagonalization of the same Hamiltonian, with 800 interior points, also gives 6.902 nm.

At this thickness $E_1=kT/3=8.6$ meV and $E_2=4kT/3=34.5$ meV. Had you set $E_1=kT$, the separation would have been $3kT$ and the film thinner by a factor $\sqrt3$.

Since $t^*\propto(mT)^{-1/2}$, the same criterion with the mass held fixed gives 13.6 nm at 77 K and 5.98 nm at 400 K.

**Which valleys, and which walls?**

Silicon has six conduction valleys, with a longitudinal mass $m_l=0.916$ and a transverse mass $m_t=0.19$. In a (001) film, two valleys have their long axis along the normal and therefore the confinement mass 0.916. The other four have 0.19 and form a second ladder. Its lowest level is higher than $E_1$ by the mass ratio:

$$E_1'=\frac{0.916}{0.19}E_1=4.82\,E_1=41.5\ \text{meV}.$$

This lies above $E_2=4E_1$. With hard walls and a flat band, then, your two levels are also the two lowest subbands of the whole film, counting the two heavy valleys as degenerate. Atomically abrupt walls couple those two valleys and split each level, by roughly a meV at this thickness. The amount varies with the number of atomic layers and can be larger in thinner films. The envelope model leaves this out.

A fin with (100) side walls has the same confinement masses. A fin with (110) side walls does not. Consider a valley whose long axis lies at 45° to the normal. With $x$ horizontal along the wall, its kinetic energy for motion in $x$ and $z$ is

$$\frac{\hbar^2}{2m_0}\left(w_{11}k_x^2+2w_{13}k_xk_z+w_{33}k_z^2\right),\qquad w_{33}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right).$$

Completing the square turns the bracket into

$$w_{33}\left(k_z+\frac{w_{13}}{w_{33}}k_x\right)^2+\left(w_{11}-\frac{w_{13}^2}{w_{33}}\right)k_x^2 .$$

Now write $\psi=e^{-i(w_{13}/w_{33})k_xz}\varphi$. The phase factor cancels the shift of $k_z$, and it leaves the zeros at the walls in place. What remains for $\varphi$ is the ordinary box with confinement mass $1/w_{33}=0.3147$. The thickness becomes

$$6.90\ \text{nm}\times\sqrt{0.916/0.3147}=11.8\ \text{nm}.$$

This is the separation within that ladder. The other two valleys have confinement mass 0.19, and their first level sits at $(0.3147/0.19)E_1=1.66E_1$, where $E_1$ now means the lowest level of the 0.3147 ladder. That is between the two levels you are comparing, $E_1$ and $4E_1$. For a (110) fin, "the first two levels of one ladder" and "the first two subbands of the fin" are therefore different things.

**Does a separation of $kT$ mean one occupied subband?**

No. A two-dimensional subband with valley count $g$ and in-plane density-of-states mass $m_d$ has the constant density of states $g\,m_d/\pi\hbar^2$, spin included. Integrating this times the Fermi function from $E_i$ upward gives the sheet density

$$N_i=\frac{g\,m_d\,kT}{\pi\hbar^2}\ln\left[1+e^{(\mu-E_i)/kT}\right].$$

When $\mu$ is several $kT$ below the subband, $\ln(1+x)\approx x$, and the occupation is proportional to $g\,m_d\,e^{-E_i/kT}$. The two heavy-ladder subbands share the same $g$ and $m_d$, so

$$\frac{N_2}{N_1}=e^{-(E_2-E_1)/kT}=e^{-(t^*/t)^2}.$$

At $t=t^*$ this is $e^{-1}=0.37$, which is not small.

The four other valleys matter even more. For them $g=4$ and $m_d=\sqrt{0.19\times0.916}=0.417$, against $g=2$ and $m_d=0.19$ for the heavy ladder. Comparing the lowest subband of each ladder gives

$$\frac{N_1'}{N_1}=\frac{4\times0.417}{2\times0.19}\,e^{-(41.5-8.6)/25.9}=4.39\times0.28=1.23 .$$

The level lies higher, but its larger density of states more than makes up for that. Summed over all levels at low density, subband 1 holds 37% of the electrons, subband 2 holds 14%, and the 0.19 ladder holds 46%. The rest are in higher levels of the heavy ladder.

Halving the film to $t^*/2=3.45$ nm multiplies every level spacing by four. Then $N_2/N_1=e^{-4}=0.018$, and $N_1'/N_1=4.39\,e^{-4\times32.9/25.9}\approx0.027$. In this hard-wall, low-density model, that film is close to having one occupied subband; a finite oxide barrier weakens the conclusion, as shown below. In the opposite limit, $t\gg t^*$, neighbouring low levels have nearly equal occupation per state, and the film approaches bulk behaviour as long as the band stays flat.

**How good is the hard wall?**

Let the oxide be a barrier of height $V$ with mass $m_{ox}$. The wave function decays there as $e^{-\kappa |z|}$, with $\kappa=\sqrt{2m_{ox}(V-E)}/\hbar$. Both $\psi$ and $\psi'/m$ must be continuous, the second because it carries the probability current.

Measured from the film centre, the lowest state is $\cos kz$ and the next is $\sin kz$. Matching at $z=t/2$ gives

$$\frac{k}{m}\tan\frac{kt}{2}=\frac{\kappa}{m_{ox}},\qquad -\frac{k}{m}\cot\frac{kt}{2}=\frac{\kappa}{m_{ox}} .$$

For these two states, both conditions can be written as

$$kt=n\pi-2\arctan\frac{k\,m_{ox}}{\kappa\,m}.$$

For low levels the argument is small, so the arctangent may be replaced by its argument. Collecting the terms in $k$ gives

$$k\left(t+\frac{2m_{ox}}{m\kappa}\right)=n\pi .$$

Each wall has effectively moved outward by $m_{ox}/(m\kappa)$. With the rough values $V=3.1$ eV and $m_{ox}=0.5$, the decay length is $1/\kappa=0.157$ nm, and the required thickness falls by $2\times0.5\times0.157/0.916=0.17$ nm. Solving the full matching condition gives 6.73 nm, 2.5% below the hard-wall value.

There is a side effect. The wall shift is inversely proportional to the confinement mass, so the 0.19 ladder gains nearly five times as much room. In the 6.73 nm film its lowest level drops to 34.7 meV, while $E_2$ is 34.5 meV. The order found with hard walls survives by only 0.2 meV, and the rough oxide parameters cannot settle a difference that small.

The occupations change as well. With the same barrier, the low-density share of the 0.19 ladder rises from 46% to 54% at 6.90 nm. At 3.45 nm it rises from about 3% to 18%, and subband 1 then holds 80% of the electrons instead of 96%. Hard walls therefore overstate how nearly the thinner film has a single occupied subband.

**How good is the flat band?**

This is the larger concern once the transistor is on. The electrons repel one another, and with equal gates their potential energy $U$ is highest at the film centre. The lowest state has its maximum there, whereas the second has a node. The first level is therefore raised more, and the separation shrinks.

At low sheet density $N_s$ the change follows from first-order perturbation theory. Let $w_j$ be the fraction of electrons whose standing wave has index $j$, counting both ladders. Since $2\sin^2\theta=1-\cos2\theta$,

$$n(z)=\frac{N_s}{t}\left[1-\sum_jw_j\cos\frac{2\pi jz}{t}\right],\qquad U''=-\frac{q^2n}{\varepsilon}.$$

*Uniform part.* With $U=0$ at the walls, integrating twice gives $U_0=\dfrac{q^2N_s}{2\varepsilon t}\,z(t-z)$. In state $n$ the mean of $z(t-z)$ is $t^2\left[\frac16+\frac1{2\pi^2n^2}\right]$. Its value for $n=2$ minus that for $n=1$ is $-3t^2/8\pi^2$, so this part changes the separation by

$$-\frac{3q^2N_st}{16\pi^2\varepsilon}=-\frac{q^2N_st}{32\pi^2\varepsilon}\times6 .$$

*Cosine parts.* Integrating twice gives

$$U_j=-\frac{q^2N_st}{4\pi^2\varepsilon j^2}\,w_j\cos\frac{2\pi jz}{t}+\text{constant},$$

and the constant cancels in a difference of levels. The mean of the cosine in state $n$ is $-\frac12$ if $j=n$ and zero otherwise. State 1 is thus raised by $q^2N_st\,w_1/8\pi^2\varepsilon$ and state 2 by $q^2N_st\,w_2/32\pi^2\varepsilon$.

Adding the two parts,

$$\Delta(E_2-E_1)=-\frac{q^2N_st}{32\pi^2\varepsilon}\,(6+4w_1-w_2).$$

At $t=t^*$ the low-density fractions are $w_1=0.831$ and $w_2=0.141$, so the bracket is 9.18. For $N_s=10^{12}$ cm⁻² and relative permittivity 11.7 the prefactor is 0.338 meV, and the change is $-3.1$ meV.

A self-consistent Schrödinger–Poisson calculation, with hard walls, equal gates, an undoped film, the electrostatic (Hartree) potential only, both ladders and Fermi–Dirac occupation, gives these separations at fixed $t=6.90$ nm:

- $10^{11}$ cm⁻²: 25.5 meV
- $10^{12}$ cm⁻²: 22.9 meV
- $10^{13}$ cm⁻²: 7.3 meV

At $10^{12}$ cm⁻² the change is $-3.0$ meV, close to the first-order value. At $10^{13}$ cm⁻² the first-order formula, with the same fractions, would give $-31$ meV. That exceeds the whole separation, so perturbation theory has failed. The band bending is then 146 meV, far more than the original level spacing. If the central hump is high enough, the two lowest states become the even and odd combinations of two surface channels, split only by tunnelling through the middle.

To restore a separation of $kT$ in this model, the film must be thinned to 6.55 nm at $10^{12}$ cm⁻² and to 5.26 nm at $10^{13}$ cm⁻². Ionized acceptors would add to the uniform part above: $10^{18}$ cm⁻³ across 6.90 nm is $0.69\times10^{12}$ cm⁻², which lowers the separation by a further $6\times0.338\times0.69\approx1.4$ meV at low electron density. Exchange and correlation between the electrons are also left out.

Unequal gates can act the other way. A uniform transverse field of 0.1 MV/cm, with no electron charge included, drops 69 mV across the film and widens the separation to 32.5 meV. Thickening the film does not bring it back to $kT$. The electrons are pressed against one wall, and the separation levels off at the triangular-well value $(\hbar^2q^2F^2/2m)^{1/3}(4.088-2.338)=28.1$ meV, where 2.338 and 4.088 are the magnitudes of the first two zeros of the Airy function. In this charge-free model no thickness meets the criterion once the field exceeds about 0.09 MV/cm.

**Smaller corrections, and the width of the levels**

Nonparabolicity can be estimated from $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha\approx0.5$ eV⁻¹ is a rough value. To first order $E\approx\gamma-\alpha\gamma^2$, so the separation changes by $-\alpha(E_2^2-E_1^2)\approx-0.56$ meV. The thickness from the full relation is 6.83 nm, about 1% lower. Take this only as an indication of scale: the relation uses one $\alpha$ for all directions, whereas the confinement here is along the valley's long axis, where the deviation from a parabola may differ in size and even in sign.

Thickness control matters more. Because the separation varies as $t^{-2}$, removing one atomic layer (0.136 nm) raises it by about 4%, to 26.9 meV.

The levels also have a width. For a rough mobility of 300 cm²/Vs and an in-plane mass of 0.19, taking the transport time $\tau=\mu_e m/q$ as the lifetime gives $\hbar/\tau\approx20$ meV. That is comparable with $kT$, and with the separation, so on this estimate the two broadened confinement levels overlap appreciably. The criterion marks a crossover, not a threshold.

**Beside a real transistor**

Films and fins between roughly 5 and 10 nm thick are typical of scaled transistors, so $t^*$ falls in the practical range. A sheet density near $10^{13}$ cm⁻² is a rough on-state value, and the lower densities above belong nearer to threshold. With equal gates, band bending in a strongly turned-on device is the largest of the thickness corrections calculated here: in the symmetric model it moves the answer from 6.90 to 5.26 nm, a fall of 24%. Oxide penetration moves it by 2.5%. With unequal gates a transverse field near 0.1 MV/cm can by itself keep the separation above $kT$, and the thickness then no longer decides the criterion. These corrections were calculated one at a time and should not simply be added. Many fins have side walls close to (110), and for those the mass must be changed before any of the corrections are considered. Strain, which is often built in deliberately, shifts the valleys relative to one another and would change the occupations given here.

So for your (001) film, quote 6.9 nm as the hard-wall, flat-band value, and do not use it as a single-subband condition. The numerical output below lists the main values to more digits.

## Values computed for the example and the checks

```
Confinement mass: 0.916 m0
Transverse mass: 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Temperature: 300 K
kT: 25.852 meV
kT in atomic units: 0.00095004 hartree
Thickness, formula: 6.9020 nm
Thickness, formula: 130.43 bohr
Thickness, diagonalization: 6.9020 nm
E1 (mass 0.916): 8.617 meV
E2 (mass 0.916): 34.469 meV
E1 of mass 0.19 ladder: 41.545 meV
Mass ratio: 4.821
Thickness at 77 K: 13.62 nm
Thickness at 400 K: 5.98 nm
(110) wall, confinement mass: 0.3147 m0
(110) wall, thickness: 11.78 nm
Low-density share, subband 1: 0.373
Low-density share, subband 2: 0.137
Low-density share, mass 0.19 ladder: 0.462
Index share w1: 0.831
Index share w2: 0.141
Oxide barrier 3.1 eV, oxide mass 0.5 m0 (rough)
Oxide decay length: 0.157 nm
Thickness with oxide barrier: 6.730 nm
Same, wall-shift estimate: 6.731 nm
E2 there (mass 0.916): 34.47 meV
E1 there (mass 0.19): 34.70 meV
Nonparabolicity coefficient (rough): 0.5 1/eV
Thickness with nonparabolicity: 6.828 nm
Atomic layer: 0.136 nm
Gap, film one layer thinner: 26.90 meV
Transverse field: 0.1 MV/cm
Gap in that field: 32.47 meV
Mobility (rough): 300 cm^2/Vs
Broadening hbar/tau: 20.3 meV
Relative permittivity of Si: 11.7
Ns=1e+11 cm^-2: gap 25.54 meV, band bending 1.8 meV
  Fermi level minus E1 -121.5 meV; shares 0.371, 0.139, mass 0.19 0.461
Ns=1e+12 cm^-2: gap 22.88 meV, band bending 17.5 meV
  Fermi level minus E1 -61.9 meV; shares 0.359, 0.152, mass 0.19 0.457
Ns=1e+13 cm^-2: gap 7.27 meV, band bending 146.0 meV
  Fermi level minus E1 3.5 meV; shares 0.314, 0.256, mass 0.19 0.376
First-order gap change at 1e12 cm^-2: -3.10 meV
Thickness for gap kT at Ns=1e+12 cm^-2: 6.55 nm
Thickness for gap kT at Ns=1e+13 cm^-2: 5.26 nm
```
